**Test of Druyvesteyn and Maxwellian tails at equal mean energy**

The program compares the fractions $P_M$ and $P_D$ of Maxwellian and Druyvesteyn electrons above $I=15.76$ eV, at a common mean energy $W=4.5$ eV. It asserts that both tail formulae and both means agree with direct quadrature, that the analytic bounds hold, and that their quotient exceeds 20. The output gives a lower bound of 21.9 and a ratio $P_M/P_D=24.6$, which falls to 20 at $W=4.61$ eV. A particle simulation with atom-to-electron mass ratio 400 tests the kinetic origin of the two forms: the mean energies are asserted to agree with prediction within 3%, and the fractions above twice the mean within 8%. A finite-volume solution of the energy-flux equation is asserted to reproduce the Druyvesteyn tail within 1% when inelastic loss is absent, and to balance heating and loss within 2%. With a lumped 11.55 eV loss and the mean energy held fixed, the output shows a tail about 43 times smaller than the ideal Druyvesteyn value. The remaining lines size the effects of electron-electron collisions, gas temperature and radio frequency for rough reactor values.

## Numerical check

```python
"""
Result under test: at equal mean energy W = 4.5 eV, a Maxwellian has more than
twenty times as many electrons above I = 15.76 eV as a Druyvesteyn distribution.
Energy densities: Maxwellian    ~ sqrt(e) exp(-e/T),   T = 2W/3
                  Druyvesteyn   ~ sqrt(e) exp(-b e^2), b = (G(5/4)/G(3/4))^2/W^2
Tails: P_M = erfc(sqrt x) + 2 sqrt(x/pi) exp(-x), x = I/T
       P_D = Gamma(3/4, y)/Gamma(3/4),            y = b I^2
Energies are in eV; G is the gamma function. Further parts test the kinetic
origin of both forms and size effects absent from the ideal distributions.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gamma, gammaincc, erfc

W, I = 4.5, 15.76


def parameters(mean):
    return 2 * mean / 3, (gamma(1.25) / gamma(0.75) / mean) ** 2


def tails(mean):
    temp, coef = parameters(mean)
    x_, y_ = I / temp, coef * I**2
    maxwell = erfc(np.sqrt(x_)) + 2 * np.sqrt(x_ / np.pi) * np.exp(-x_)
    return maxwell, gammaincc(0.75, y_)


def integral(function, low, high):
    return quad(function, low, high, epsabs=1e-13, epsrel=1e-10, limit=300)[0]


def direct_tails(mean):
    """Tail fractions from unnormalised densities by quadrature."""
    temp, coef = parameters(mean)
    result = []
    for shape, top in ((lambda e: np.sqrt(e) * np.exp(-e / temp), 150.0),
                       (lambda e: np.sqrt(e) * np.exp(-coef * e * e), 60.0)):
        norm = integral(shape, 0, top)
        average = integral(lambda e: e * shape(e), 0, top) / norm
        assert abs(average / mean - 1) < 1e-6
        result.append(integral(shape, I, top) / norm)
    return result


T, b = parameters(W)
x, y = I / T, b * I**2
PM, PD = tails(W)
ratio = PM / PD
assert np.allclose(direct_tails(W), [PM, PD], rtol=1e-6, atol=0)
lower_M = 2 * np.sqrt(x / np.pi) * np.exp(-x)
upper_D = y**-0.25 * np.exp(-y) / gamma(0.75)
qM, qD = direct_tails(W)
assert lower_M < qM and upper_D > qD
assert lower_M / upper_D > 20 and qM / qD > 20

W20 = brentq(lambda w: tails(w)[0] / tails(w)[1] - 20, 4.0, 6.0)
q20 = direct_tails(W20)
assert abs(q20[0] / q20[1] - 20) < 1e-4


def density_M(e):
    return 2 / np.sqrt(np.pi) * T**-1.5 * np.sqrt(e) * np.exp(-e / T)


def density_D(e):
    return 2 * b**0.75 / gamma(0.75) * np.sqrt(e) * np.exp(-b * e * e)


assert abs(integral(density_M, 0, 150) - 1) < 1e-7
assert abs(integral(density_D, 0, 60) - 1) < 1e-7
crossing_low = brentq(lambda e: density_D(e) - density_M(e), 1.0, 5.0)
crossing = brentq(lambda e: density_D(e) - density_M(e), 6.0, 15.0)
# Ionisation rate for a cross-section proportional to energy above threshold.
rate_M = integral(lambda e: density_M(e) * np.sqrt(e) * (e - I), I, 150)
rate_D = integral(lambda e: density_D(e) * np.sqrt(e) * (e - I), I, 60)


def simulate(constant_path, seed):
    """Flights in a field and isotropic collisions; m = 1, M = 400.
    Mean recoil loss is used. Candidate collisions form a Poisson process,
    so energies just before them sample the time average.
    """
    rng = np.random.default_rng(seed)
    mass, count = 400.0, 6000
    acceleration = np.sqrt(3 / mass)       # predicts b = 1 or T = 1
    trial_rate = np.sqrt(8.0) if constant_path else 1.0
    vz, perp2 = np.zeros(count), np.ones(count)
    samples = []
    for step in range(7000):
        vz += acceleration * rng.exponential(1 / trial_rate, count)
        speed2 = vz * vz + perp2
        if step >= 3000 and step % 20 == 0:
            samples.append(speed2 / 2)
        mu = rng.uniform(-1, 1, count)
        after2 = speed2 * (1 - 2 / mass)
        new_z, new_perp2 = np.sqrt(after2) * mu, after2 * (1 - mu * mu)
        if constant_path:
            hit = rng.random(count) < np.sqrt(speed2) / trial_rate
            vz = np.where(hit, new_z, vz)
            perp2 = np.where(hit, new_perp2, perp2)
        else:
            vz, perp2 = new_z, new_perp2
    energy = np.concatenate(samples)
    return energy.mean(), np.mean(energy > 2 * energy.mean())


sim_D, sim_M = simulate(True, 11), simulate(False, 12)
pred_D = gamma(1.25) / gamma(0.75)
high_D, high_M = gammaincc(0.75, 4 * pred_D**2), gammaincc(1.5, 3.0)
# Tolerances cover sampling noise and the finite mass ratio.
assert abs(sim_D[0] / pred_D - 1) < 0.03
assert abs(sim_M[0] / 1.5 - 1) < 0.03
assert abs(sim_D[1] / high_D - 1) < 0.08
assert abs(sim_M[1] / high_M - 1) < 0.08

# Rough reactor values, in SI units inside the program.
pressure_torr, gas_K, density_cm3, sigma_cm2 = 1.0, 400.0, 1e9, 1e-15
rf_MHz = 13.56
me, qe, eps0 = const.m_e, const.e, const.epsilon_0
M_argon = 39.95 * const.atomic_mass
recoil = 2 * me / M_argon
N = pressure_torr * const.torr / (const.k * gas_K)
sigma, ne = sigma_cm2 * 1e-4, density_cm3 * 1e6
path = 1 / (N * sigma)
gain = np.sqrt(3 * me / (M_argon * b))     # e E lambda, in eV
field = gain / path                        # V/m

# Energy-flux equation with a lumped inelastic loss, on a finite-volume grid.
h, cells, loss = 0.05, 800, 11.55
shift = round(loss / h)
centres = (np.arange(cells) + 0.5) * h
tail_weight = np.clip((centres + h / 2 - I) / h, 0, 1)


def kinetic_solution(path_gain, inelastic):
    matrix = np.zeros((cells, cells))
    face = np.arange(1, cells) * h
    diffusion = path_gain**2 / 3 * face / h
    drag = recoil * face**2 / 2
    left, right = np.arange(cells - 1), np.arange(1, cells)
    matrix[left, left] += -diffusion + drag
    matrix[left, right] += diffusion + drag
    matrix[right, left] -= -diffusion + drag
    matrix[right, right] -= diffusion + drag
    source = np.arange(shift, cells)
    rate = h * centres[source] * inelastic
    matrix[source, source] -= rate
    matrix[source - shift, source] += rate
    matrix[0, :] = 0
    matrix[0, 0] = 1
    rhs = np.zeros(cells)
    rhs[0] = 1
    f = np.linalg.solve(matrix, rhs)
    weight = np.sqrt(centres) * f
    return f, np.sum(centres * weight) / weight.sum(), \
        np.sum(tail_weight * weight) / weight.sum()


def tuned_solution(inelastic):
    tuned = brentq(lambda g: kinetic_solution(g, inelastic)[1] - W,
                   0.02, 1.0, xtol=1e-7)
    f, average, tail = kinetic_solution(tuned, inelastic)
    assert abs(average - W) < 1e-3
    heating = tuned**2 / 3 * np.sum(f) * h
    elastic = recoil * np.sum(centres**2 * f) * h
    lost = loss * inelastic * np.sum(centres[shift:] * f[shift:]) * h
    assert abs((elastic + lost) / heating - 1) < 0.02
    return tuned, tail, lost / (elastic + lost)


ideal = tuned_solution(0.0)
assert abs(ideal[1] / PD - 1) < 0.01 and abs(ideal[0] / gain - 1) < 0.01
inel1, inel3 = tuned_solution(0.01), tuned_solution(0.03)

# Warm atoms: d ln f/de = -1/(kTg + c/e), with c adjusted to keep W.
Tg = const.k * gas_K / qe


def warm_shape(e, c):
    return np.sqrt(e) * np.exp(-e / Tg + c / Tg**2 * np.log1p(Tg * e / c))


def warm_mean(c):
    return integral(lambda e: e * warm_shape(e, c), 0, 60) / \
        integral(lambda e: warm_shape(e, c), 0, 60)


c_warm = brentq(lambda c: warm_mean(c) - W, 10, 25)
warm_tail = integral(lambda e: warm_shape(e, c_warm), I, 60) / \
    integral(lambda e: warm_shape(e, c_warm), 0, 60)

# Fast-electron Coulomb drag relative to elastic drag (order of magnitude).
debye = np.sqrt(eps0 * T / (ne * qe))
coulomb_log = np.log(12 * np.pi * ne * debye**3)


def drag_ratio(energy):
    speed = np.sqrt(2 * energy * qe / me)
    coulomb = ne * qe**4 * coulomb_log / (4 * np.pi * eps0**2 * me * speed)
    return coulomb / (recoil * N * sigma * speed * energy * qe)


nu = N * sigma * np.sqrt(2 * W * qe / me)
omega = 2 * np.pi * rf_MHz * 1e6

print(f"Mean energy W = {W:.2f} eV; threshold I = {I:.2f} eV")
print(f"Maxwellian T = {T:.4f} eV; x = I/T = {x:.5f}")
print(f"Gamma(3/4) = {gamma(.75):.6f}; Gamma(5/4) = {gamma(1.25):.6f}")
print(f"Druyvesteyn b = {b:.6f} eV^-2; y = b I^2 = {y:.5f}")
print(f"exp(-x) = {np.exp(-x):.6e}; exp(-y) = {np.exp(-y):.6e}")
print(f"sqrt(x) = {np.sqrt(x):.5f}; y^(-1/4) = {y**-.25:.5f}")
print(f"erfc(sqrt x) = {erfc(np.sqrt(x)):.6e}")
print(f"Lower bound on P_M = {lower_M:.6e}")
print(f"Upper bound on P_D = {upper_D:.6e}")
print(f"Lower bound on ratio = {lower_M / upper_D:.3f}")
print(f"P_M = {PM:.6e}; P_D = {PD:.6e}")
print(f"Population ratio P_M/P_D = {ratio:.3f}")
print(f"Mean energy where ratio is 20 = {W20:.4f} eV")
print(f"Density crossings = {crossing_low:.3f}, {crossing:.3f} eV")
print(f"Ionisation-rate ratio, linear cross-section = {rate_M/rate_D:.2f}")
print("Simulation, M/m = 400: mean energy (scaled), fraction above 2 means")
print(f"  constant path: {sim_D[0]:.4f}, {sim_D[1]:.4f}")
print(f"  predicted:     {pred_D:.4f}, {high_D:.4f}")
print(f"  constant rate: {sim_M[0]:.4f}, {sim_M[1]:.4f}")
print(f"  predicted:     {1.5:.4f}, {high_M:.4f}")
print(f"Pressure = {pressure_torr:.1f} Torr; gas temperature = {gas_K:.0f} K")
print(f"Electron density = {density_cm3:.1e} cm^-3")
print(f"Elastic cross-section = {sigma_cm2:.1e} cm^2")
print(f"Gas density = {N * 1e-6:.3e} cm^-3; path = {path * 1e6:.1f} um")
print(f"Energy gain over one path e E lambda = {gain:.5f} eV")
print(f"Effective dc field = {field / 100:.3f} V/cm")
print(f"Lumped inelastic loss = {loss:.2f} eV, field retuned to keep W")
for percent, data in ((1, inel1), (3, inel3)):
    print(f"  {percent}% cross-section: tail = {data[1]:.4e}, "
          f"P_M/tail = {PM / data[1]:.2f}")
    print(f"    e E lambda = {data[0]:.4f} eV; "
          f"inelastic share of power = {100 * data[2]:.2f} %")
print(f"Warm-gas tail = {warm_tail:.4e}; P_M/tail = {PM/warm_tail:.3f}")
print(f"Coulomb logarithm = {coulomb_log:.2f}")
print(f"Coulomb/elastic drag at W = {drag_ratio(W):.4f}")
print(f"Coulomb/elastic drag at I = {drag_ratio(I):.5f}")
print(f"Electron density for equal drag at W, same logarithm = "
      f"{density_cm3 / drag_ratio(W):.2e} cm^-3")
print(f"Radio frequency = {rf_MHz:.2f} MHz")
print(f"Angular frequency/collision frequency = {omega / nu:.4f}")
print(f"Angular frequency/energy-relaxation rate = {omega/(recoil*nu):.1f}")
print("PASS")
```

It prints:

```
Mean energy W = 4.50 eV; threshold I = 15.76 eV
Maxwellian T = 3.0000 eV; x = I/T = 5.25333
Gamma(3/4) = 1.225417; Gamma(5/4) = 0.906402
Druyvesteyn b = 0.027018 eV^-2; y = b I^2 = 6.71061
exp(-x) = 5.230056e-03; exp(-y) = 1.217921e-03
sqrt(x) = 2.29202; y^(-1/4) = 0.62131
erfc(sqrt x) = 1.189446e-03
Lower bound on P_M = 1.352630e-02
Upper bound on P_D = 6.175114e-04
Lower bound on ratio = 21.905
P_M = 1.471574e-02; P_D = 5.977948e-04
Population ratio P_M/P_D = 24.617
Mean energy where ratio is 20 = 4.6077 eV
Density crossings = 2.639, 9.699 eV
Ionisation-rate ratio, linear cross-section = 82.38
Simulation, M/m = 400: mean energy (scaled), fraction above 2 means
  constant path: 0.7431, 0.0700
  predicted:     0.7397, 0.0693
  constant rate: 1.5041, 0.1120
  predicted:     1.5000, 0.1116
Pressure = 1.0 Torr; gas temperature = 400 K
Electron density = 1.0e+09 cm^-3
Elastic cross-section = 1.0e-15 cm^2
Gas density = 2.414e+16 cm^-3; path = 414.2 um
Energy gain over one path e E lambda = 0.03905 eV
Effective dc field = 0.943 V/cm
Lumped inelastic loss = 11.55 eV, field retuned to keep W
  1% cross-section: tail = 1.3964e-05, P_M/tail = 1053.85
    e E lambda = 0.1213 eV; inelastic share of power = 89.98 %
  3% cross-section: tail = 1.3864e-05, P_M/tail = 1061.47
    e E lambda = 0.2052 eV; inelastic share of power = 96.51 %
Warm-gas tail = 6.3801e-04; P_M/tail = 23.065
Coulomb logarithm = 14.75
Coulomb/elastic drag at W = 0.1431
Coulomb/elastic drag at I = 0.01167
Electron density for equal drag at W, same logarithm = 6.99e+09 cm^-3
Radio frequency = 13.56 MHz
Angular frequency/collision frequency = 0.0281
Angular frequency/energy-relaxation rate = 1021.4
PASS
```
